# Valley Repopulation and Negative Differential Mobility in Diamond under a [100] Field, part 1

(Sections cited here and not found follow in the second part.)

## First half: populations, scattering and heating

### 1. Definitions and conventions

The conduction band of diamond has six equivalent minima, called valleys, two on each cube axis. Near a minimum the energy is that of an ellipsoid of revolution, with a large mass \(m_l\) along the valley's own axis and a small mass \(m_t\) across it.

A uniform field of magnitude \(F\) lies along [100]. The two valleys on that axis respond with \(m_l\), and the other four with \(m_t\). The lighter electrons gain more energy from the field, so the two groups are called

- **cold** valleys, index \(c\): two valleys, mass along the field \(m_c=m_l\);
- **hot** valleys, index \(h\): four valleys, mass along the field \(m_h=m_t\).

The charge \(e\) is positive. Drift speeds \(v_c,v_h\) are magnitudes, measured along the electric force. The fraction of all electrons that sits in the cold pair is \(p\), so the mean speed is

\[
v=p\,v_c+(1-p)\,v_h .
\]

The differential mobility is \(dv/dF\) in a uniform steady state. It is negative when a larger field gives a smaller mean speed. The lattice temperature is \(T_L\), and \(k\) is Boltzmann's constant.

### 2. The population law

An electron changes axis by absorbing or emitting a phonon of large wavevector. Let \(r_i\) be the mean rate at which an electron in a valley of type \(i\) passes into *one* given valley on another axis. The mean is taken over whatever energy distribution that valley has.

From a cold valley there are four valleys on other axes, all hot. From a hot valley there are also four, of which two are cold and two are hot. Transfers between hot valleys leave the group populations unchanged. Therefore

\[
\frac{dp}{dt}=2r_h(1-p)-4r_c\,p .
\]

In the steady state the right side vanishes:

\[
\frac{p}{1-p}=\frac{r_h}{2r_c}=\frac{R}{2},\qquad R=\frac{r_h}{r_c}.
\]

No Maxwellian has been assumed. With equal distributions \(R=1\) and \(p=1/3\), the share of two valleys out of six. If \(r_h\) and \(r_c\) are held fixed, the rate equation also shows that \(p\) approaches its steady value \(p_\infty\) exponentially, with time constant

\[
t_r=\frac{1}{2r_h+4r_c}.
\]

A field along [111] makes the same angle with all three axes. Symmetry then gives all valleys the same rate, and \(p\) stays at \(1/3\).

### 3. What negative differential mobility requires

Differentiate the mean speed:

\[
\frac{dv}{dF}=p\frac{dv_c}{dF}+(1-p)\frac{dv_h}{dF}-(v_h-v_c)\frac{dp}{dF}.
\]

The derivative of \(p\) follows from the population law. Taking logarithms, \(\ln p-\ln(1-p)=\ln R-\ln 2\), and hence

\[
\left(\frac1p+\frac1{1-p}\right)\frac{dp}{dF}=\frac{d\ln R}{dF}
\quad\Rightarrow\quad
\frac{dp}{dF}=p(1-p)\frac{d\ln R}{dF}.
\]

The differential mobility is negative precisely when

\[
(v_h-v_c)\,p(1-p)\frac{d\ln R}{dF}\;>\;p\frac{dv_c}{dF}+(1-p)\frac{dv_h}{dF}. \tag{1}
\]

The left side is the speed lost by transfer into slow valleys. The right side is the speed gained inside the valleys. The left side is positive where unequal heating makes \(R\) grow with field, but that alone does not decide the inequality. The factor \(p(1-p)\) also shows that transfer must be in progress: once nearly all electrons are in the cold pair, little speed is left to lose.

To use (1) we need \(R\), \(v_c\) and \(v_h\) as functions of field. A closed model follows from these assumptions: parabolic and nondegenerate valleys; a Maxwellian of temperature \(T_i\) in each valley; acoustic scattering that is nearly elastic; and intervalley scattering too rare to affect the heat balance or the momentum. The second half examines what changes when several of them are dropped.

### 4. The intervalley rate

Let \(W=\hbar\omega\) be the energy of the intervalley phonon and \(N=1/(e^{W/kT_L}-1)\) its occupation. For coupling constant \(D\) and mass density \(\rho\), the squared matrix element in a crystal of volume \(V\) is

\[
\frac{\hbar D^2}{2\rho V\omega}\times
\begin{cases}N&\text{absorption}\\ N+1&\text{emission.}\end{cases}
\]

The density of final states of one valley, for one spin, is

\[
\frac{V(2m_d)^{3/2}\sqrt{E'}}{4\pi^2\hbar^3},\qquad m_d=(m_lm_t^2)^{1/3}.
\]

The golden rule multiplies the product of these by \(2\pi/\hbar\). An electron of energy \(E\) thus goes to one given valley at the rate

\[
\Gamma(E)=C\left[N\sqrt{E+W}+(N+1)\sqrt{E-W}\right],\qquad
C=\frac{D^2m_d^{3/2}}{\sqrt2\,\pi\rho\hbar^3\omega},
\]

where the emission term is present for \(E>W\) alone.

Now average over a Maxwellian of temperature \(T\), with \(x=W/kT\) and \(x_L=W/kT_L\). The weight is \(\sqrt E\,e^{-E/kT}\), whose integral is \(\tfrac{\sqrt\pi}{2}(kT)^{3/2}\). The absorption term needs

\[
I=\int_0^\infty\sqrt{E(E+W)}\,e^{-E/kT}dE .
\]

Put \(E=W(s-1)/2\). Then \(E+W=W(s+1)/2\) and \(dE=W\,ds/2\), so

\[
I=\frac{W^2}{4}e^{x/2}\int_1^\infty\sqrt{s^2-1}\,e^{-xs/2}ds
=\frac{W^2}{2x}\,e^{x/2}K_1(x/2),
\]

by the integral representation \(K_1(y)=y\int_1^\infty e^{-ys}\sqrt{s^2-1}\,ds\) of the modified Bessel function. In the emission term the shift \(E\to E+W\) gives the same integral multiplied by \(e^{-x}\). Dividing by the normalization and using \(W/\sqrt{kT}=\sqrt{Wx}\),

\[
r(T)=C\sqrt{\frac{Wx}{\pi}}\,K_1(x/2)\left[Ne^{x/2}+(N+1)e^{-x/2}\right].
\]

Since \(N=e^{-x_L/2}/[2\sinh(x_L/2)]\) and \(N+1=e^{x_L/2}/[2\sinh(x_L/2)]\), the bracket is a hyperbolic cosine:

\[
r(T)=C\sqrt{\frac{Wx}{\pi}}\,K_1(x/2)\,
\frac{\cosh[(x_L-x)/2]}{\sinh(x_L/2)}. \tag{2}
\]

### 5. The hotter valley empties

At fixed \(T_L\), heating lowers \(x\), and \(d\ln x/d\ln T=-1\). From \(K_1'(y)=-K_0(y)-K_1(y)/y\),

\[
\frac{d\ln K_1(x/2)}{d\ln x}=-\frac{x}{2}\frac{K_0}{K_1}-1 .
\]

The factor \(\sqrt x\) contributes \(+\tfrac12\), and the cosine contributes \(-\tfrac x2\tanh[(x_L-x)/2]\). Adding the three and reversing the sign,

\[
g(T)\equiv\frac{d\ln r}{d\ln T}
=\frac12+\frac x2\left[\frac{K_0(x/2)}{K_1(x/2)}+\tanh\frac{x_L-x}{2}\right]. \tag{3}
\]

For \(T\ge T_L\) we have \(x\le x_L\), so every term is nonnegative and \(g>0\). In the Maxwellian model, \(T_h>T_c\ge T_L\) therefore gives \(r_h>r_c\) and \(p>1/3\). The physical cause is that phonon emission needs an energy above \(W\), and heating lifts more electrons over that threshold.

### 6. Acoustic scattering and mobility

Inside a valley the electrons scatter from acoustic phonons of frequency \(uq\), with sound speed \(u\), wavevector \(q\) and deformation potential \(\Xi\). The squared matrix element is \(\Xi^2q^2\hbar/(2\rho Vuq)\) times \(N_q\) or \(N_q+1\). Assume for now that the phonon energy is small compared with \(kT_L\), so both occupations are nearly \(kT_L/\hbar uq\). This is called equipartition. Absorption and emission then add up to

\[
\frac{\Xi^2q^2\hbar}{2\rho Vuq}\cdot\frac{2kT_L}{\hbar uq}=\frac{\Xi^2kT_L}{\rho Vu^2},
\]

in which \(q\) has cancelled. All final states on the energy surface are equally likely, and each collision erases the memory of the direction of motion. The golden rule gives

\[
\frac1{\tau(E)}=\frac{\sqrt2\,m_d^{3/2}\Xi^2kT_L}{\pi\hbar^4\rho u^2}\sqrt E
\equiv w_0\sqrt{\frac{E}{kT_L}} .
\]

With the force \(eF\) along \(+x\), the distribution to first order in drift is \(f_0-eF\tau v_x\,\partial f_0/\partial E\). On an energy surface each direction carries one third of the energy, \(m_iv_x^2/2=E/3\) on average, so \(\langle v_x^2\rangle=2E/3m_i\). Hence

\[
v_i=-\frac{2eF}{3m_i}\,
\frac{\int E^{3/2}\tau\,(\partial f_0/\partial E)\,dE}{\int\sqrt E\,f_0\,dE}
=\frac{2eF}{3m_ikT_i}\langle E\tau\rangle ,
\]

where the last form uses \(\partial f_0/\partial E=-f_0/kT_i\). Here \(\langle E\tau\rangle=\sqrt{kT_L}\,\langle\sqrt E\rangle/w_0\), and the Maxwellian average is \(\langle\sqrt E\rangle=2\sqrt{kT_i/\pi}\). With \(\theta_i=T_i/T_L\),

\[
\mu_i=\frac{v_i}{F}=\frac{\mu_{i0}}{\sqrt{\theta_i}},\qquad
\mu_{i0}=\frac{4e}{3\sqrt\pi\,m_iw_0}. \tag{4}
\]

Heating lowers the mobility because faster electrons meet more final states.

### 7. Energy loss and valley temperature

A single acoustic collision changes the energy by \(\pm\varepsilon\), with \(\varepsilon=\hbar uq\). The mean square of \(\varepsilon\) is needed. For initial and final wavevectors \(\mathbf k,\mathbf k'\), the cross term in \(|\mathbf k-\mathbf k'|^2\) averages to zero because directions are randomized. Since \(\hbar^2k_j^2/2m_j\) averages to \(E/3\) for each axis \(j\),

\[
\hbar^2\langle q^2\rangle=2\sum_j\frac{2m_jE}{3}=4\bar mE,\qquad
\bar m=\frac{m_l+2m_t}{3},
\]

and so \(\langle\varepsilon^2\rangle=4\bar mu^2E\). Many small random steps make a diffusion in energy with coefficient

\[
D_{ac}(E)=\frac{\langle\varepsilon^2\rangle}{2\tau}=\frac{2\bar mu^2E}{\tau(E)} .
\]

The flux of electrons towards higher energy must vanish for \(f\propto e^{-E/kT_L}\). Its form is therefore

\[
J=-\sqrt E\,D_{ac}\left(\frac{\partial f}{\partial E}+\frac{f}{kT_L}\right).
\]

The mean energy changes at the rate \(\int J\,dE/\int\sqrt E f\,dE\). For a Maxwellian of temperature \(T_i\), the loss per electron is

\[
P_i=\left(\frac1{kT_L}-\frac1{kT_i}\right)\langle D_{ac}\rangle .
\]

Here \(\langle D_{ac}\rangle=2\bar mu^2w_0\langle E^{3/2}\rangle/\sqrt{kT_L}\), and \(\langle E^{3/2}\rangle=4(kT_i)^{3/2}/\sqrt\pi\). Substitution gives

\[
P_i=\frac{8}{\sqrt\pi}\,\bar mu^2w_0\sqrt{\theta_i}\,(\theta_i-1).
\]

In the steady state this equals the power \(eFv_i=e\mu_{i0}F^2/\sqrt{\theta_i}\) supplied by the field. Multiplying by \(\sqrt{\theta_i}\) and eliminating \(w_0\) with (4),

\[
\theta_i(\theta_i-1)=b_iF^2,\qquad
b_i=\frac{3\pi}{32}\,\frac{m_i}{\bar m}\,\frac{\mu_{i0}^2}{u^2}. \tag{5}
\]

Because \(\mu_{i0}\propto1/m_i\), the coefficient obeys \(b_i\propto1/m_i\): the light direction heats more. The positive root is \(\theta_i=\tfrac12\left(1+\sqrt{1+4b_iF^2}\right)\).

## Second half: when the mobility turns negative

### 8. Symbols and results carried over

The cold pair has mass \(m_l\) along the field and holds the fraction \(p\); the four hot valleys have mass \(m_t\). The ratio of intervalley rates is \(R=r_h/r_c\), and \(p/(1-p)=R/2\). The repopulation time is \(t_r=1/(2r_h+4r_c)\). Criterion (1) compares speed lost by transfer with speed gained inside the valleys. In the Maxwellian model, (2) gives \(r(T)\), (3) its logarithmic slope \(g\), (4) the mobility \(\mu_{i0}/\sqrt{\theta_i}\), and (5) the heating \(\theta_i=T_i/T_L\). The phonon energy is \(W\), with \(x=W/kT\) and \(x_L=W/kT_L\).

### 9. The criterion in closed form

Differentiate (5) logarithmically. From \((2\theta_i-1)d\theta_i=2b_iF\,dF\) and \(b_iF^2=\theta_i(\theta_i-1)\),

\[
h_i\equiv\frac{d\ln\theta_i}{d\ln F}=\frac{2(\theta_i-1)}{2\theta_i-1}.
\]

Since \(v_i=\mu_{i0}F\theta_i^{-1/2}\),

\[
\frac{dv_i}{dF}=\mu_i\left(1-\frac{h_i}{2}\right)=\mu_i\,\frac{\theta_i}{2\theta_i-1}>0 .
\]

Each valley alone has a positive differential mobility. With \(p\) held fixed the mean speed must rise, so in this model transfer is the sole cause of a negative slope. The transfer term of (1) contains

\[
\frac{d\ln R}{dF}=\frac{g_hh_h-g_ch_c}{F}.
\]

At small field \(h_i\approx2b_iF^2\), so the transfer term grows as \(F^2\), while the gain inside the valleys starts at a finite value. The differential mobility is therefore positive at first. At large field \(\theta_i\approx\sqrt{b_i}\,F\), and each \(v_i\) grows as \(\sqrt F\). There \(h_i\to1\), and since \(x\to0\), (3) gives \(g_i\to\tfrac12\) in both groups. Hence \(d\ln R/d\ln F\to0\), \(p\) settles to a constant, and the mean speed rises too. A negative slope, if there is one, occupies an intermediate range.

### 10. Diamond at 77 K in the closed model

The following inputs have the rough size typical of diamond; their last digits only fix the arithmetic. Take \(m_l=1.56\,m_0\), \(m_t=0.28\,m_0\), \(u=17.5\) km/s, \(\rho=3515\) kg/m³, \(\Xi=12\) eV, \(D=5\times10^8\) eV/cm and \(W=110\) meV. At 77 K, \(x_L=16.58\). Equation (4) gives low-field mobilities of 6439 cm²/Vs (cold) and 35873 cm²/Vs (hot); the digits are kept for the arithmetic.

Consider \(F=73.4\) V/cm. In the hot valleys \(\mu_{h0}F=2.63\times10^4\) m/s, which is \(1.505\,u\), and \(\bar m=0.707\,m_0\). Equation (5) gives

\[
\theta_h(\theta_h-1)=0.2945\times\frac{0.28}{0.707}\times1.505^2=0.264,
\]

hence \(\theta_h=1.217\) and \(T_h=93.7\) K. The same steps give \(T_c=80.5\) K, or \(\theta_c=1.045\). A difference of 13 K is small, but the emission threshold is many times \(kT\), and (2) turns it into \(p=0.770\), or \(R=2p/(1-p)=6.7\).

The speeds are \(v_h=2.39\times10^6\) and \(v_c=0.46\times10^6\) cm/s, so

\[
v=0.770\times0.46+0.230\times2.39=0.90\quad(10^6\ \text{cm/s}),
\]

in agreement with the unrounded 0.906. The two sides of (1) are 14153 cm²/Vs for the transfer and 11001 cm²/Vs for the gain. The differential mobility is their difference with the sign of a loss, about \(-3200\) cm²/Vs.

The negative range extends from 58.0 to 98.3 V/cm. Across it \(p\) rises from 0.637 to 0.897, and the speed falls from \(0.939\times10^6\) to \(0.859\times10^6\) cm/s, a fall of 9 % relative to the peak.

In the closed model, transfer into the slow cold valleys can outweigh the speed gained inside the valleys, and for the example at 77 K the differential mobility is negative from 58.0 to 98.3 V/cm. It remains to find the lattice temperatures and mass ratios that allow this, whether it survives without the Maxwellian and equipartition assumptions, and whether carriers stay long enough to reach the steady state.

All numerical values are calculated from the stated model.
